# Ioffe-Regel estimate of the localization density in twofold-valley silicon

## Problem

Electrons in an inversion layer on (100) silicon occupy the two valleys whose heavy mass points along the surface normal. Their motion in the plane is isotropic, with mass $m=0.19\,m_e$. The layer is cold, and its mobility is $\mu_0=10^4$ cm²/Vs.

(a) Use the Ioffe-Regel condition $k_Fl=1$ to estimate the density below which the electrons are strongly localized. Take the mobility to be $\mu_0$ at that density.

(b) Find the scattering time, Fermi energy and conductivity there.

(c) Suppose instead that $\mu_0$ is reached at $n_p=5\times10^{11}$ cm⁻² and that charges at the interface limit the mobility. How does the estimate change if these charges are bare, and if the electrons screen them?

(d) What does a valley splitting of 0.1 meV do to the answer of (a)?

## Solution

### (a) The density at fixed mobility

Let $g_s=2$ and $g_v=2$ be the spin and valley degeneracies, and $g=g_sg_v=4$. At temperatures well below the Fermi temperature the filled states form a disc of radius $k_F$. In a periodic box of area $A$ each allowed wavevector takes up an area $(2\pi)^2/A$, so

$$
n=\frac{g}{A}\,\frac{\pi k_F^2}{(2\pi)^2/A}=\frac{g k_F^2}{4\pi},
\qquad k_F^2=\frac{4\pi n}{g}=\pi n .
$$

The mean free path is $l=v_F\tau$, where $\tau$ is the transport scattering time. A field $\mathcal E$ produces a drift speed $e\mathcal E\tau/m$, so $\mu=e\tau/m$ and $\tau=m\mu/e$. With $v_F=\hbar k_F/m$,

$$
l=\frac{\hbar k_F}{m}\,\frac{m\mu}{e}=\frac{\hbar k_F\mu}{e}.
$$

The mass has cancelled: at a given mobility, a heavier electron is slower but has a proportionally longer scattering time. Multiplying by $k_F$ and inserting the count of states gives

$$
k_Fl=\frac{\hbar\mu}{e}\,k_F^2=\frac{4\pi\hbar\mu}{g e}\,n .
$$

Setting this to one, and using $h=2\pi\hbar$,

$$
n_c=\frac{g e}{4\pi\hbar\mu}=\frac{g e}{2h\mu}=\frac{2e}{h\mu}.
$$

The mobility is 1 m²/Vs in SI units, and $e/h=2.418\times10^{14}$ (V s)⁻¹. Hence

$$
n_c=\frac{2\times2.418\times10^{14}}{1}\ \text{m}^{-2}
=4.84\times10^{14}\ \text{m}^{-2}=4.8\times10^{10}\ \text{cm}^{-2}.
$$

At this density $k_F=0.0390$ nm⁻¹ and $l=1/k_F=25.7$ nm. The Fermi wavelength, 161 nm, is $2\pi$ times the mean free path. An electron is scattered before its wave has completed one period, so the picture of plane waves travelling between separate collisions has broken down.

The condition fixes a scale, and its constant is a convention. Since $k_Fl$ is proportional to $n$ at fixed $\mu$, demanding $k_Fl=c$ multiplies the density by $c$. The choice $l=\lambda_F/2$ means $c=\pi$ and gives $1.5\times10^{11}$ cm⁻²; $l=\lambda_F$ means $c=2\pi$ and gives $3.0\times10^{11}$ cm⁻². The result is therefore an order of magnitude for a crossover, and it does not prove that a sharp transition exists.

### (b) Time, energy and conductivity at the threshold

The scattering time does depend on the mass:

$$
\tau=\frac{m\mu_0}{e}=1.08\ \text{ps},\qquad \frac{\hbar}{\tau}=0.609\ \text{meV}.
$$

Because $l=1/k_F$ at the threshold,

$$
\frac{\hbar}{\tau}=\frac{\hbar v_F}{l}=\hbar v_Fk_F=\frac{\hbar^2k_F^2}{m}=2E_F ,
$$

so $E_F=0.305$ meV, which corresponds to a Fermi temperature of 3.5 K. If the lifetime of a plane-wave state is comparable to the transport time, its energy is uncertain by an amount comparable to the Fermi energy itself.

For the conductivity, write $\mu=e\,k_Fl/(\hbar k_F^2)$ and use $n/k_F^2=g/(4\pi)$:

$$
\sigma=ne\mu=\frac{e^2}{\hbar}\,\frac{n}{k_F^2}\,k_Fl
=\frac{g e^2}{2h}\,k_Fl=\frac{2e^2}{h}\,k_Fl .
$$

The threshold is thus a Drude conductivity of $2e^2/h=77.5$ µS, whatever the mobility. This is the semiclassical value extrapolated to the edge of its range; quantum interference and interactions are not in it.

### (c) A mobility that depends on density

The mobility in the formula must be the one at the threshold. If $\mu$ varies, the condition becomes an equation for $n$:

$$
n\,\mu(n)=\frac{2e}{h}.
$$

Call the fixed-mobility answer $n_0=2e/(h\mu_0)$. At $n_p$ the layer has $k_Fl=n_p/n_0=10.3$, well above the threshold value of one. The scattering rate is calculated to lowest order in the potential of each charge and then extrapolated down to $k_Fl=1$.

**Scattering rate.** Let $N_i$ randomly placed single charges per unit area lie in the electron plane, and let $V(q)$ be the Fourier transform of the potential energy of one of them. Random positions make the rates of different charges add. Scattering by such a smooth potential is taken to conserve spin and valley, so no factor $g$ appears in the final states. The golden rule, weighted by the loss of forward momentum, gives

$$
\frac1\tau=\frac{2\pi}{\hbar}N_i\int\!\frac{d^2k'}{(2\pi)^2}\,|V(q)|^2(1-\cos\theta)\,\delta(E_{k'}-E_F).
$$

Here $\theta$ is the scattering angle. With $d^2k'=k'dk'\,d\theta=(m/\hbar^2)\,dE\,d\theta$, the energy integral removes the delta function. The two halves of the angular range are equal, so

$$
\frac1\tau=\frac{N_im}{\pi\hbar^3}\int_0^\pi|V(q)|^2(1-\cos\theta)\,d\theta,
\qquad q=2k_F\sin\frac\theta2 .
$$

**Bare charges.** A charge on the boundary between silicon and oxide has a radial field. Its flux through the two half-spheres involves the sum of the permittivities, so the potential energy is $e^2/(4\pi\varepsilon r)$ in magnitude, with $\varepsilon$ the mean permittivity. For relative values 11.7 and 3.9 the mean is 7.8. The two-dimensional transform of $1/r$ is $2\pi/q$, hence $V(q)=e^2/(2\varepsilon q)$. Since $1-\cos\theta=2\sin^2(\theta/2)$,

$$
|V|^2(1-\cos\theta)=\left(\frac{e^2}{2\varepsilon}\right)^2
\frac{2\sin^2(\theta/2)}{4k_F^2\sin^2(\theta/2)}
=\left(\frac{e^2}{2\varepsilon}\right)^2\frac{1}{2k_F^2}.
$$

The integrand does not depend on angle, and the rate falls as $1/k_F^2\propto1/n$. Therefore $\mu=\mu_0n/n_p$, and the condition reads

$$
\frac{\mu_0n^2}{n_p}=\frac{2e}{h}=\mu_0n_0
\quad\Longrightarrow\quad n_c=\sqrt{n_0n_p}.
$$

The numbers give $\sqrt{4.84\times10^{10}\times5\times10^{11}}=1.6\times10^{11}$ cm⁻², where the mobility has dropped to about 3100 cm²/Vs.

This is a formal result. The golden rule treats each charge as a weak scatterer, which for a bare charge requires its potential energy at the distance $1/k_F$ to be small compared with $\hbar^2k_F^2/m$. That means $k_Fa_B\gg1$, with $a_B=4\pi\varepsilon\hbar^2/(me^2)=2.17$ nm. At $n_p$ the product is only about 0.27, and it is smaller still at lower density. The bare case shows which way a falling mobility moves the threshold, but its value is not reliable. The exact cross section of a single Coulomb centre in two dimensions multiplies the golden-rule rate by $\tanh(\pi\eta)/(\pi\eta)$ with $\eta=1/(k_Fa_B)$. For $k_Fa_B\ll1$ this gives $\mu\propto\sqrt n$ and $n_c=n_0^{2/3}n_p^{1/3}\approx1.05\times10^{11}$ cm⁻², still with screening left out.

**Screened charges.** In linear response a total potential energy $V$ changes the electron density by $-\chi V$, and this change adds $-(e^2/2\varepsilon q)\chi V$ to the potential energy. Solving for $V$,

$$
V=\frac{e^2}{2\varepsilon q}-\frac{e^2\chi}{2\varepsilon q}V
\quad\Longrightarrow\quad
V=\frac{e^2}{2\varepsilon(q+q_s)},\qquad q_s=\frac{e^2\chi}{2\varepsilon}.
$$

An attractive charge reverses the sign of $V$, which does not matter in $|V|^2$.

The static response of free electrons at zero temperature is

$$
\chi=g\int\!\frac{d^2k}{(2\pi)^2}\frac{f_k-f_{k+q}}{E_{k+q}-E_k}
=2g\,\mathrm P\!\!\int\!\frac{d^2k}{(2\pi)^2}\frac{f_k}{E_{k+q}-E_k},
$$

where $f_k$ is the occupation, P denotes the principal value, and the second term was relabelled by $\mathbf k\to-\mathbf k-\mathbf q$. The energy difference is $\hbar^2(q^2+2kq\cos\phi)/2m$. To integrate over $\phi$, set $a=q^2$, $b=2kq$ and $t=\tan(\phi/2)$:

$$
\int_0^{2\pi}\!\frac{d\phi}{a+b\cos\phi}
=\int_{-\infty}^{\infty}\!\frac{2\,dt}{(a+b)+(a-b)t^2}.
$$

For $a>b$ this equals $2\pi/\sqrt{a^2-b^2}$. For $a<b$ the antiderivative is proportional to $\ln|(t_0+t)/(t_0-t)|$ with $t_0^2=(a+b)/(b-a)$. It vanishes at both ends, and its singularities cancel in the principal value, so the integral is zero. States with $k>q/2$ then contribute nothing. For $q\le2k_F$ all states with $k<q/2$ are filled, and

$$
\chi=\frac{2g}{4\pi^2}\,\frac{2m}{\hbar^2}\,2\pi
\int_0^{q/2}\!\frac{k\,dk}{q\sqrt{q^2-4k^2}}
=\frac{2gm}{\pi\hbar^2}\cdot\frac14=\frac{gm}{2\pi\hbar^2}\equiv D .
$$

This is the total density of states, independent of $q$ for every momentum transfer on the Fermi circle.

The resulting $q_s=1.84$ nm⁻¹ is far larger than $2k_F=0.078$ nm⁻¹ at $n_0$. In the limit $q_s\gg2k_F$ the potential becomes $V\to e^2/(2\varepsilon q_s)=1/D$. The angular integral of $1-\cos\theta$ is $\pi$, and

$$
\frac1\tau\to\frac{N_im}{\hbar^3D^2},
$$

which does not depend on density. Within the golden rule, strong screening therefore brings the answer back towards $n_0$. Keeping the full $q+q_s$, fixing $N_i$ so that $\mu(n_p)=\mu_0$, and solving $n\mu(n)=2e/h$ numerically gives $n_c=5.6\times10^{10}$ cm⁻² with a mobility of about 8700 cm²/Vs. The mobility is a little below $\mu_0$ because electrons at lower density scatter with smaller $q$, where $V$ is larger.

The required impurity density is $7.7\times10^{10}$ cm⁻², or 1.4 charges per electron at the threshold. Linear screening cannot be trusted when the electrons are outnumbered by the charges they must screen. Nor is a screened charge a weak scatterer here. To lowest order, the constant potential $1/D$ shifts the phase of the isotropic partial wave by $m/(2\hbar^2D)=\pi/g\approx0.8$ rad, which is not small. The screened result is therefore formal too: it does not establish even the direction of the shift from $n_0$, and the two models do not bound the true value.

### (d) Split valleys

Let the upper valley lie $\Delta$ above the lower one. Keep the mobility and $\tau$ the same in both, and apply $k_Fl=1$ to the lower valley, the last to reach the threshold as the density falls. Its Fermi energy is then the value found in (b), $E_c=0.305$ meV. Each valley has density of states $D/2$, so for $\Delta<E_c$

$$
n_c=\frac D2E_c+\frac D2(E_c-\Delta)
=DE_c\left(1-\frac{\Delta}{2E_c}\right)=n_0\left(1-\frac{\Delta}{2E_c}\right).
$$

For $\Delta=0.1$ meV the factor is $1-0.1/0.609=0.84$, and $n_c=4.0\times10^{10}$ cm⁻². Once $\Delta\ge E_c$ the upper valley is empty in this model and the density is $n_0/2=2.4\times10^{10}$ cm⁻².

These values assume sharp levels at zero temperature. If the levels are broadened by an amount comparable to $\hbar/\tau=0.609$ meV, the two valleys overlap in energy at the splittings considered here, and the upper one is partly filled even at $\Delta=E_c$. The reduction also rests on applying the condition to the lower valley. With the same mobility in both valleys, the density at which $\sigma=ne\mu$ equals $2e^2/h$ is $n_0$ for any splitting. The reduction is therefore a formal estimate that depends on the criterion chosen.

### The cases side by side

| Case | $n_c$ ($10^{10}$ cm⁻²) |
|---|---:|
| Fixed mobility, $k_Fl=1$ | 4.8 |
| Same, valley splitting 0.1 meV | 4.0 |
| Same, upper valley empty | 2.4 |
| Screened charges, $\mu(n_p)=\mu_0$ | 5.6 |
| Bare charges, $\mu(n_p)=\mu_0$ | 16 |
| Fixed mobility, $k_Fl=\pi$ | 15 |
| Fixed mobility, $k_Fl=2\pi$ | 30 |

### Where the estimate is weak

**Temperature.** The ratio $k_BT/E_F$ is 0.28 at 1 K and 1.2 at 4.2 K. The sharp Fermi disc used in (a) is a good description only well below 1 K, and it fails at 4.2 K.

**Interactions.** The radius of the disc holding one electron is $r_0=1/\sqrt{\pi n}=25.7$ nm, equal to $1/k_F$ here because $g=4$. The effective Bohr radius is $a_B=4\pi\varepsilon\hbar^2/(me^2)=2.17$ nm, so $r_s=r_0/a_B=11.8$. The Coulomb energy $e^2/(4\pi\varepsilon r_0)$ divided by $E_F=\hbar^2/(2mr_0^2)$ is $2r_0/a_B=23.6$. A free-electron treatment has no small parameter here. A changed mass alone would not move $n_c$ at a given mobility, but spin or valley polarization would, through $g$.

**Other valleys and thickness.** Take a depletion charge of $10^{11}$ cm⁻², an infinitely high oxide barrier, and the depletion field alone, 0.0155 MV/cm. The lowest levels in this triangular well are 10.8 meV for the twofold valleys (normal mass $0.916\,m_e$) and 18.3 meV for the fourfold valleys (normal mass $0.19\,m_e$). The gap of 7.5 meV is about 25 times $E_F$, so the fourfold valleys are empty in this model. Adding the image potential of the oxide and the electrons' own field at $n_0$ lowers the gap to about 6.6 meV and raises the mean distance given next from 4.7 to about 5.2 nm, which leaves this conclusion unchanged. The electrons lie on average 4.7 nm from the interface, and $k_F$ times this distance is 0.18 at $n_0$. With the same distance it would be $\sqrt{10.3}\approx3.2$ times larger at $n_p$, about 0.6; the electrons' own field, left out here, pulls the layer closer and lowers this somewhat. The thin-layer scattering model is therefore rough at $n_p$, where $N_i$ was fixed. The potential of an interface charge falls as $e^{-qz}$ with distance $z$, which weakens backscattering there. For screened charges part of this reduction is offset, because a thicker layer also screens less. The net reduction is smaller at low density, so including the thickness raises both golden-rule thresholds: the screened one from 5.6 to about 7 to 8.5, and the bare one from 16 to about 17 to 19, in units of $10^{10}$ cm⁻². The lower figures allow the electrons' own field to narrow the layer; the higher ones keep its width fixed.

**Real devices.** A mobility of $10^4$ cm²/Vs is roughly that of a good silicon MOSFET near 1 K, where it is a peak value reached at a density of a few $10^{11}$ cm⁻². Ordinary transistors at room temperature have mobilities of only some hundreds and are outside this estimate. In the best cold devices, with peak mobilities of about $2$ to $4\times10^4$ cm²/Vs, the loss of metallic conduction is reported at roughly $10^{11}$ cm⁻². That is twice the value found in (a), but four to eight times $2e/(h\mu)$ evaluated at the peak mobility of those devices. The free choice of the constant $c$ in (a), from 1 to $2\pi$ above, spans a factor of this order by itself, so the comparison cannot single out a physical cause. One assumption that fails in such devices is that the peak mobility survives down to the threshold. With $\mu_0$ held at $n_p$, the screened and bare golden-rule models of a layer of zero thickness raise the estimate by factors of 1.2 and 3.2, but both are formal results and do not explain the measured value. Uneven electron density may raise it further; that is a conjecture here, since the calculation assumes a uniform layer. With the choice $k_Fl=1$, the calculation gives a scale of a few $10^{10}$ cm⁻² if the mobility really is $10^4$ cm²/Vs at the threshold itself; it does not derive the measured value near $10^{11}$ cm⁻².

## Table of computed values

```
Mobility: 10000 cm2/Vs
In-plane mass: 0.190 m_e
Normal mass, twofold valleys: 0.916 m_e
Relative permittivity Si, oxide: 11.7, 3.9
Mean relative permittivity: 7.80
e/h: 2.4180e+14 1/(V s)
Localization density n_c: 4.8360e+14 m^-2
Localization density n_c: 4.836e+10 cm^-2
Fermi wavenumber: 0.03898 nm^-1
Mean free path: 25.66 nm
Fermi wavelength: 161.2 nm
Scattering time: 1.080 ps
Fermi energy: 0.3047 meV
Broadening hbar/tau: 0.6093 meV
Fermi temperature: 3.54 K
Conductivity n e mu: 77.48 uS
Conductivity in e^2/h: 2.0000
Conductivity from k sum in e^2/h: 2.0000
Density for kF*l = pi: 1.519e+11 cm^-2
Density for kF*l = 2 pi: 3.039e+11 cm^-2
Reference density for varying mobility: 5.00e+11 cm^-2
kF*l at reference density: 10.34
Threshold, bare charges: 1.555e+11 cm^-2
Mobility there, bare: 3110 cm2/Vs
Threshold, screened charges: 5.573e+10 cm^-2
Mobility there, screened: 8678 cm2/Vs
Screening wavenumber: 1.841 nm^-1
Impurity density, screened model: 7.652e+10 cm^-2
Impurities per electron at threshold: 1.37
Valley splitting: 0.100 meV
Threshold with this splitting: 4.042e+10 cm^-2
Threshold with upper valley empty: 2.418e+10 cm^-2
kB*T/E_F at 1 K: 0.283
kB*T/E_F at 4.2 K: 1.188
Effective Bohr radius: 2.172 nm
Interaction parameter r_s: 11.81
Coulomb energy / Fermi energy: 23.62
Depletion density: 1.00e+11 cm^-2
Depletion field: 0.0155 MV/cm
Lowest level, twofold valleys: 10.83 meV
Lowest level, fourfold valleys: 18.30 meV
Gap to fourfold valleys: 7.47 meV
Mean distance from interface: 4.67 nm
kF times mean distance: 0.182
```
